# Why Copper Vias Can Stay Extruded After an Anneal

A copper via is polished flush with the surface of a silicon chip. The chip is heated, and the copper, which expands more than silicon, rises above the surface. When the chip has cooled to its starting temperature the thermal expansion is gone, yet the copper may still stand proud, ready to lift the layers deposited on top of it. Why does cooling not pull it back?

Part of the answer is that copper flows permanently while it is hot. That alone is not enough. Cooling reverses the sign of the stress, and a reversed stress could in principle drive the flow backwards. One also has to ask what limits the return.

## A column that can slip

Take a round copper column of radius $a$ in a wide body of isotropic silicon. Over a length $L\gg a$ the column can slide along its wall without friction. The base of this length is fixed to the silicon and its top is free. The wall transmits radial pressure and, for the moment, radial tension. Strains are small, elastic constants do not change with temperature, and the assembly is stress-free at the starting temperature $T_0$. Hardening, voids, grains, the compliance of the liner and the local stress field at the free end are left out.

All strains are measured relative to the free expansion of silicon. Copper then has the mismatch strain

$$m=\Delta\alpha\,(T-T_0),$$

where $\Delta\alpha$ is the difference of the expansion coefficients. Let $p$ be the radial pressure on the copper, positive in compression. With no friction and a free top, the axial force vanishes, so

$$\sigma_r=\sigma_\theta=-p,\qquad \sigma_z=0 .$$

Hooke's law for copper, with Young modulus $E$ and Poisson ratio $\nu$, gives the elastic strains

$$\varepsilon_r^{\rm el}=\frac{\sigma_r-\nu(\sigma_\theta+\sigma_z)}{E}=-\frac{(1-\nu)p}{E},\qquad
\varepsilon_z^{\rm el}=\frac{\sigma_z-\nu(\sigma_r+\sigma_\theta)}{E}=\frac{2\nu p}{E}.$$

Squeezing the column from the side makes it elastically longer.

Permanent flow follows the deviatoric stress, which is what remains after the mean stress is subtracted. The mean stress is $-2p/3$, so the deviatoric parts are $s_z=2p/3$ and $s_r=s_\theta=-p/3$. Positive $p$ therefore lengthens the column and thins it. If $g$ is the permanent axial strain, the permanent radial strain is $-g/2$, and the volume is unchanged. The von Mises stress is $|\sigma_z-\sigma_r|=|p|$.

The silicon around the hole has the radial displacement $u=b/r$. Its strains are $\varepsilon_r=-b/r^2$, $\varepsilon_\theta=b/r^2$ and $\varepsilon_z=0$. Their sum is zero, so with shear modulus $G_s$ the stresses are $\sigma_r=-2G_sb/r^2$, $\sigma_\theta=2G_sb/r^2$ and $\sigma_z=0$. They satisfy radial equilibrium,

$$\frac{d\sigma_r}{dr}+\frac{\sigma_r-\sigma_\theta}{r}=\frac{4G_sb}{r^3}-\frac{4G_sb}{r^3}=0 .$$

Setting $\sigma_r(a)=-p$ gives $b/a^2=p/(2G_s)$. Since $2G_s=E_s/(1+\nu_s)$, the hole widens by

$$\frac{u(a)}{a}=\frac{(1+\nu_s)p}{E_s}.$$

Copper and silicon must stay in contact, so the total radial strain of the copper equals this widening:

$$m-\frac{(1-\nu)p}{E}-\frac g2=\frac{(1+\nu_s)p}{E_s}.$$

Collecting the terms in $p$ gives the balance that controls the whole cycle,

$$Cp=m-\frac g2,\qquad C=\frac{1-\nu}{E}+\frac{1+\nu_s}{E_s}. \tag{1}$$

The height above the silicon is $L$ times the total axial strain:

$$\frac hL=m+\frac{2\nu p}{E}+g. \tag{2}$$

If $g=0$ throughout, returning to $m=0$ gives $p=0$ and $h=0$. An elastic cycle leaves nothing behind, however large its compressive stress.

## What happens on heating

Let the yield stress $Y(T)$ fall linearly from $Y_0$ at $T_0$ to $Y_1$ at the peak temperature $T_1$, with slope $s=(Y_0-Y_1)/(T_1-T_0)$. Copper is taken as perfectly plastic: once it yields, $|p|$ stays at $Y(T)$. Before yield, $p=m/C$. Yield starts when

$$\Delta\alpha(T-T_0)=C\left[Y_0-s(T-T_0)\right]
\quad\Longrightarrow\quad
T-T_0=\frac{CY_0}{\Delta\alpha+Cs}.$$

Further heating would raise the elastic pressure while the yield stress falls, so flow continues up to the peak. There $p=Y_1$, and (1) gives

$$g_1=2(m_1-CY_1),\qquad m_1=\Delta\alpha(T_1-T_0). \tag{3}$$

For numbers, take round model parameters: $E=120$ GPa, $\nu=0.35$, $E_s=160$ GPa, $\nu_s=0.25$, $\Delta\alpha=14\times10^{-6}$ K$^{-1}$, $L=50$ µm, $Y_0=300$ MPa and $Y_1=200$ MPa. The temperature goes from 300 K to 700 K and back. Then

$$C=\frac{0.65}{120\,000}+\frac{1.25}{160\,000}=13.23\times10^{-6}\ \text{MPa}^{-1},\qquad m_1=0.560\%.$$

Without yield the pressure would reach $m_1/C=423$ MPa. Yield instead begins at 529 K, and at the peak

$$g_1=2\left(0.00560-13.23\times10^{-6}\times200\right)=0.591\%.$$

By (2), the hot column stands 0.634 µm above the silicon.

## What cooling takes back

Suppose first that cooling is elastic, so that $g$ stays fixed. At $T_0$ the mismatch is zero and (1) gives

$$p=-\frac{g}{2C}.$$

The copper has become too thin for its hole, and the wall pulls it outward. This radial tension shortens the column through the Poisson effect. Substitution in (2) gives

$$\frac hL=g-\frac{2\nu}{E}\frac{g}{2C}=\kappa g,\qquad \kappa=1-\frac{\nu}{EC}. \tag{4}$$

The sign of $\kappa$ decides whether elastic recoil could cancel the extrusion. From the definition of $C$,

$$EC=1-\nu+\frac{E(1+\nu_s)}{E_s}>1-\nu>\nu$$

for $0<\nu<1/2$. Hence $0<\kappa<1$: elastic recoil reduces the height left by $g$ but cannot remove it. Even for rigid silicon, $\kappa=(1-2\nu)/(1-\nu)$, which is still positive.

In the example $\kappa=0.78$. The cold pressure is $-223$ MPa, inside the cold yield limit of 300 MPa, so cooling is indeed elastic. The residual height is

$$h=0.7795\times0.00591\times50\ \text{µm}=0.230\ \text{µm}.$$

Of the 0.634 µm present at the peak, the loss of thermal mismatch removes $m_1L=0.280$ µm. The elastic change, as $p$ goes from 200 to $-223$ MPa, removes another 0.123 µm. The permanent strain itself has not been reversed at all.

## When the copper flows back

If the permanent strain is large enough, the tension reaches the yield limit on cooling. The copper then flows in reverse and becomes shorter and thicker. With $g$ fixed, the amount by which the tension exceeds the yield stress, $-p-Y(T)$, is linear in $T$ and negative at the peak. It can cross zero at most once, so its sign at $T_0$ tells whether reverse yield has occurred. If it has, the final pressure is $-Y_0$, and (1) with $m=0$ gives $g=2CY_0$. Both cases are contained in

$$g_{\rm end}=\min(g_{\rm hot},\,2CY_0),\qquad h_{\rm end}=\kappa L\,g_{\rm end}, \tag{5}$$

where $g_{\rm hot}$ is the permanent strain when cooling starts.

Reverse yield therefore stops before it has undone the extrusion. It needs a tension of magnitude $Y_0$ to keep going, and that tension requires the copper to remain too thin for its hole. The misfit that holds the stress at yield is the same misfit that keeps the column long.

Equation (5) also separates two roles of strength. Stronger hot copper flows less on heating and lowers the residual height in the elastic-cooling case. Stronger cold copper resists the return flow and raises the largest height that can survive. Once reverse yield occurs, a hotter peak no longer adds residual height in this model. Without creep this happens when (3) exceeds $2CY_0$, that is, when

$$m_1>C(Y_0+Y_1).$$

Here the right side is $13.23\times10^{-6}\times500=0.66\%$, above the actual mismatch of 0.56%, in agreement with the elastic return found above.

## A hold at the peak

Creep lets copper flow below its yield stress. Take the axial rate $\dot g=Ap^n$ for $p>0$. At constant temperature $m$ is constant, so differentiating (1) gives $C\dot p=-\dot g/2$, or

$$\dot p=-Bp^n,\qquad B=\frac{A}{2C}.$$

Separating variables and integrating from $p_0$ at $t=0$, for $n>1$,

$$p(t)=\left[p_0^{-(n-1)}+(n-1)Bt\right]^{-1/(n-1)}. \tag{6}$$

The pressure falls while the copper continues to rise. By (1), a pressure drop $\delta p$ adds $2C\,\delta p$ to $g$; by (2), it also removes the elastic strain $2\nu\,\delta p/E$. The net rise is $2\kappa CL\,\delta p$, which is positive. A hot via whose stress is still relaxing is thus still extruding: relaxation is the means by which elastic misfit becomes permanent length.

Choose $n=5$ and a creep rate of $10^{-6}$ s$^{-1}$ at 100 MPa and 700 K. Then $A=10^{-16}$ MPa$^{-5}$ s$^{-1}$ and $B=3.78\times10^{-12}$ MPa$^{-4}$ s$^{-1}$. After a hold of 1800 s,

$$p=\left[200^{-4}+4(3.78\times10^{-12})(1800)\right]^{-1/4}\text{MPa}=77.4\ \text{MPa}.$$

Creep during the heating ramp has been neglected. If heating is slow, this creep lowers the pressure at the start of the hold, and so also at its end, and makes the hot column somewhat longer. If heating is fast enough, the growing mismatch keeps the copper at yield up to the peak, and the hold still starts at 200 MPa. The residual height found below would not change, because reverse yield sets it. A higher starting pressure would matter little: even an unlimited one would give 77.9 MPa at the end.

The permanent strain has grown to 0.915% and the hot height to 0.760 µm. An elastic return would now require a tension of 346 MPa, more than cold copper can bear. Reverse yield reduces the permanent strain to

$$g_{\rm end}=2\times13.23\times10^{-6}\times300=0.794\%,$$

and the residual height is 0.309 µm. The hold has added about a third to the height left by the cycle without a hold or any creep, although part of its extra flow was reversed. This comparison holds for fast ramps only. At 200 MPa and 700 K the same creep law relaxes the pressure by $BY_1^5\approx1.2$ MPa/s, while a ramp of 1 K/s changes it by $\Delta\alpha R/C\approx1.06$ MPa/s. On slower ramps creep raises the height of the cycle without a hold towards the same limit of 0.309 µm, and the hold adds correspondingly less.

A radial finite-element calculation with three-dimensional von Mises flow and creep was used to test these results. It does not assume the column relations. The hot and cold pressures, permanent strains and heights agree with the formulas within 0.3% for both cycles. A peak 3 K below the predicted yield onset leaves no height, while one 3 K above it leaves 4.0 nm. The material laws are shared, so the agreement tests the mechanics and the algebra, not the choice of copper parameters. The values are collected in the numerical output.

## Why creep does not undo itself

The reverse stress could also drive reverse creep. For cooling at a steady rate $R$, differentiation of (1) gives

$$\dot p=-\frac{\Delta\alpha R}{C}-B(T)|p|^{n-1}p. \tag{7}$$

The first term builds tension. Once $p$ is negative, the second term relaxes it and shortens the column. What matters is how active creep still is when the tension becomes large. Let $B(T)$ follow an Arrhenius law with activation energy 200 kJ/mol.

Ignoring yield for the moment, cooling at 1 K/s leads to $-346.0$ MPa, against $-345.9$ MPa for purely elastic cooling. Reverse creep is negligible. At 0.01 K/s the result is $-352.2$ MPa, a slightly larger tension. Slower cooling has increased the permanent strain: at first the copper is still hot and in compression, so it continues to creep outward. This gain exceeds what is lost after the stress changes sign. Both tensions exceed the cold yield limit, so yield again sets the residual height at 0.309 µm.

Now suppose that creep kept its 700 K rate throughout the slow cooling. The pressure would approach a steady value at which the two terms of (7) cancel:

$$|p|=\left(\frac{\Delta\alpha R}{CB}\right)^{1/n}=77.5\ \text{MPa}.$$

Integration of (7) gives the same value, and the residual height falls to 0.080 µm. The closeness to the 77.4 MPa at the end of the hold is accidental. The hold ends with a relaxation rate of about $p/[(n-1)t]=0.011$ MPa/s, and the chosen cooling rate happens to build tension at nearly that rate.

With creep permanently active, ever slower cooling would send the tension to zero as $R^{1/n}$. By (1) the permanent strain would vanish with it. When cooling is slow, the extrusion therefore survives through an asymmetry in time: copper is compressed while it is mobile and pulled while it is nearly frozen.

## Compression alone is not the cause

Deeper in a via, the copper may be bonded to the wall. Let its total axial strain relative to silicon be zero, and consider the elastic response before any flow. The axial condition is

$$0=m+\frac{\sigma_z+2\nu p}{E}
\quad\Longrightarrow\quad
\sigma_z=-Em-2\nu p .$$

The stress difference that drives flow is then

$$\sigma_z-\sigma_r=-Em+(1-2\nu)p. \tag{8}$$

To find $p$, insert $\sigma_z$ in the radial strain of copper:

$$m-\frac{(1-\nu)p+\nu\sigma_z}{E}
=(1+\nu)m-\frac{(1-\nu-2\nu^2)p}{E}.$$

Since $1-\nu-2\nu^2=(1+\nu)(1-2\nu)$, equating this to the widening of the hole gives

$$p=\frac{(1+\nu)m}{(1+\nu)(1-2\nu)/E+(1+\nu_s)/E_s}.$$

For rigid silicon the last term in the denominator vanishes and $p=Em/(1-2\nu)$. Equation (8) is then zero: the copper is under equal pressure from all sides and has no tendency to flow, however strongly it is compressed. For silicon of finite stiffness $p$ is smaller, so during heating (8) is negative. In the example it is $-469$ MPa, whereas the slipping column would have $+423$ MPa, if neither yielded. The bonded section can yield too, but on heating its flow tends to shorten it, and the bond prevents any rise.

Extrusion thus requires axial freedom as well as compression. In a real via that freedom is found near the free end or along an interface that slips. The length $L$ is an input here. It would have to come from a calculation with friction and interface strength, and every height quoted above is proportional to it.

The wall matters on cooling as well. If it cannot carry tension, it opens when $p$ reaches zero. The elastic pull and the reverse yield then disappear, and (2) leaves $h=g_{\rm hot}L$. For the cycle with a hold this is 0.458 µm instead of 0.309 µm. A weak interface can therefore increase the extrusion twice over, by letting the copper slide out and by failing to pull it back.

## Repeating the anneal

After the cycle without a hold, a second identical heating starts from a tension of 223 MPa. The pressure returns elastically and just reaches the yield stress at the peak. With creep neglected, there is no new flow and no additional residual height. Creep on the ramps can change this: unless it brings the first cycle to the reverse-yield limit, a second one can still add some height.

With a hold, the second cycle is not inert. It starts from $-300$ MPa, reaches $423-300=123$ MPa at the peak without yielding, and then creeps outward again. Cooling brings the copper back to the same reverse-yield limit, so the residual height is again unchanged. The finite-element calculation confirms zero gain in both cases.

This gives one reason for annealing a via before its final polish. The polish removes the permanent protrusion, and a later anneal of the same kind should leave no new one within this model, provided that the first anneal has reached the reverse-yield limit or that creep is negligible. The via will still rise while it is hot. The protection also depends on conditions: a hotter anneal can add height if reverse yield has not yet set the limit, and so can a repeated hold that creeps further without reaching that limit. A wall that opens on cooling never reaches it. Reheating then closes the gap and restores the 77.4 MPa at the peak, a second hold lowers this to about 65 MPa by (6), and the residual height grows by $2CL\,\delta p\approx16$ nm. Changes in grain structure, which alter both the hot and the cold strength, lie outside the calculation.

## Computed results

```
Copper Young modulus: 120 GPa
Copper Poisson ratio: 0.35
Silicon Young modulus: 160 GPa
Silicon Poisson ratio: 0.25
Expansion mismatch: 14 1e-6/K
Start temperature: 300 K
Peak temperature: 700 K
Yield stress cold: 300 MPa
Yield stress hot: 200 MPa
Slipping length L: 50 um
Creep exponent: 5
Creep rate at 100 MPa and peak: 1e-06 1/s
Creep activation energy: 200 kJ/mol
Hold time: 1800 s
Radial compliance C: 13.229 1e-6/MPa
Kept fraction kappa: 0.7795
Peak mismatch strain: 0.560 %
Elastic pressure at peak without yield: 423.3 MPa
Yield onset temperature: 529.3 K
FEM residual, peak 3 K below onset: 0.000 nm
FEM residual, peak 3 K above onset: 4.042 nm
[no hold] hot pressure: 200.0 MPa
[no hold] hot permanent strain: 0.591 %
[no hold] hot height: 0.6337 um
[no hold] cold p if elastic: -223.3 MPa
[no hold] cold p with yield: -223.3 MPa
[no hold] cold permanent strain: 0.591 %
[no hold] residual height: 0.2303 um
[no hold] FEM residual height: 0.2303 um
[no hold] FEM gain, 2nd anneal: 0.000 nm
[hold] hot pressure: 77.4 MPa
[hold] hot permanent strain: 0.915 %
[hold] hot height: 0.7602 um
[hold] cold p if elastic: -345.9 MPa
[hold] cold p with yield: -300.0 MPa
[hold] cold permanent strain: 0.794 %
[hold] residual height: 0.3094 um
[hold] FEM residual height: 0.3094 um
[hold] FEM gain, 2nd anneal: 0.000 nm
Hold-end p for unlimited start stress: 77.9 MPa
Residual height if wall opens (hold): 0.4576 um
Axial minus radial stress, slipping: 423.3 MPa
Axial minus radial stress, bonded: -469.3 MPa
Cold p, creep freezes, 1 K/s, no yield: -346.0 MPa
Cold p, creep freezes, 0.01 K/s, no yield: -352.2 MPa
Cold p, creep stays active, 0.01 K/s: -77.5 MPa
Steady formula for that p: -77.5 MPa
Height, freezes, 0.01 K/s: 0.3094 um
Height, stays active, 0.01 K/s: 0.0799 um
```
